# Hard-Wall Confinement and the Effective Classical Thickness of a Nondegenerate Film

## What dimensions already fix

A thin semiconductor film with impenetrable faces holds fewer carriers than a slice of bulk material of the same thickness \(t\) at the same chemical potential. Express the reduced content as an effective thickness \(t_{\rm eff}\). In a nondegenerate film the chemical potential enters film and bulk through the same factor and cancels from their ratio. A hard wall brings no length of its own. Besides \(t\), there remain Planck's constant \(h\), the mass \(m\) for motion along the film normal, and the thermal energy \(kT\). From these three one length can be formed, up to a number. We take it to be the thermal de Broglie wavelength

\[
\lambda=\frac{h}{\sqrt{2\pi mkT}} .
\]

Hence \(t_{\rm eff}=t\,F(\lambda/t)\), with an unknown function \(F\). If the film is thick enough for its two faces to act independently, each removes an amount that cannot depend on \(t\). The form must then be \(t_{\rm eff}\simeq t-c\lambda\), with \(c\) a pure number. The calculation below gives \(c=1/2\), and it also gives the correction when the faces are not independent.

## Model and definition

The film occupies \(0<z<t\). Its band edge \(E_c\) is flat, the wavefunction vanishes at both faces, and the band is parabolic, with a principal axis of its mass tensor along \(z\). The film is large in the plane. Carriers follow Boltzmann statistics, which requires \(E_c-\mu\gg kT\).

Let \(N_s\) be the number of carriers per unit film area and \(n_{\rm cl}\) the bulk density at the same \(\mu-E_c\). We define

\[
t_{\rm eff}=\frac{N_s}{n_{\rm cl}}\quad\text{at fixed }\mu-E_c .
\]

The reference energy matters. \(E_c\) is the bottom of the well, not the lowest confined level.

## Reduction to one sum

Let \(g\) count spin, and take one valley for now. Standing waves \(\sin(n\pi z/t)\) have wavenumber \(n\pi/t\), so

\[
E_n=\frac{\hbar^2}{2m}\left(\frac{n\pi}{t}\right)^2=\frac{h^2n^2}{8mt^2},\qquad n=1,2,\dots
\]

The value \(n=0\) is absent because its wavefunction is zero everywhere. With \(P\) the in-plane integral of the Boltzmann factor over \(dk_x\,dk_y/(2\pi)^2\),

\[
N_s=g\,e^{(\mu-E_c)/kT}\,P\sum_{n\ge1}e^{-E_n/kT},
\]
\[
n_{\rm cl}=g\,e^{(\mu-E_c)/kT}\,P\int_{-\infty}^{\infty}\frac{dk_z}{2\pi}\,e^{-\hbar^2k_z^2/2mkT}.
\]

The common factors cancel in the ratio. The remaining bulk integral is Gaussian:

\[
\frac1{2\pi}\sqrt{\frac{2\pi mkT}{\hbar^2}}=\frac{\sqrt{2\pi mkT}}{h}=\frac1\lambda .
\]

To write the levels in terms of \(\lambda\), use \(h^2/(mkT)=2\pi\lambda^2\):

\[
\frac{E_n}{kT}=\frac{2\pi\lambda^2n^2}{8t^2}=\pi a n^2,\qquad a=\frac{\lambda^2}{4t^2}.
\]

Therefore

\[
t_{\rm eff}=\lambda\sum_{n=1}^{\infty}e^{-\pi an^2}. \tag{1}
\]

This sum converges fast in a thin film, where \(a\) is large. In a thick film many terms contribute, and a different form is needed.

## Poisson summation for a Gaussian

First we need the Fourier transform of \(e^{-\pi ax^2}\). The sine part vanishes by symmetry, leaving

\[
I(k)=\int_{-\infty}^{\infty}e^{-\pi ax^2}\cos(2\pi kx)\,dx .
\]

Differentiate with respect to \(k\), and use \(x e^{-\pi ax^2}=-(2\pi a)^{-1}\,d(e^{-\pi ax^2})/dx\):

\[
I'(k)=\frac1a\int_{-\infty}^{\infty}\frac{d e^{-\pi ax^2}}{dx}\sin(2\pi kx)\,dx=-\frac{2\pi k}{a}I(k).
\]

The last step is an integration by parts with vanishing boundary terms. Since \(I(0)=a^{-1/2}\), the solution is

\[
I(k)=a^{-1/2}e^{-\pi k^2/a}. \tag{2}
\]

Now let \(f\) be any Gaussian centred at zero, with transform \(\hat f(k)\), and form \(F(x)=\sum_n f(x+n)\) over all integers. This function has period 1 and is smooth, because the sum and its differentiated versions converge uniformly. It therefore equals its Fourier series, whose coefficients are

\[
c_k=\int_0^1\sum_n f(x+n)e^{-2\pi ikx}dx
=\sum_n\int_n^{n+1}f(y)e^{-2\pi iky}dy=\hat f(k).
\]

Here \(y=x+n\), and \(e^{2\pi ikn}=1\) was used. The unit intervals join into the whole line. Thus

\[
\sum_{n=-\infty}^{\infty}f(x+n)=\sum_{k=-\infty}^{\infty}\hat f(k)e^{2\pi ikx}. \tag{3}
\]

At \(x=0\), with \(f(x)=e^{-\pi ax^2}\), equation (2) gives

\[
\sum_{n=-\infty}^{\infty}e^{-\pi an^2}=\frac1{\sqrt a}\sum_{k=-\infty}^{\infty}e^{-\pi k^2/a}.
\]

## The effective thickness

The sum over all integers contains \(n=0\), which contributes 1, and two equal halves. Hence

\[
\sum_{n\ge1}e^{-\pi an^2}=\frac12\left[\frac1{\sqrt a}\left(1+2\sum_{k\ge1}e^{-\pi k^2/a}\right)-1\right].
\]

Insert \(1/\sqrt a=2t/\lambda\) and \(1/a=4t^2/\lambda^2\), then multiply by \(\lambda\):

\[
\boxed{\,t_{\rm eff}=t-\frac\lambda2+2t\sum_{k=1}^{\infty}e^{-4\pi k^2t^2/\lambda^2}\,} \tag{4}
\]

Within the model this is an identity for every \(t\). The half wavelength comes from the missing \(n=0\) state. The classical thickness corresponds to \(\int_0^\infty e^{-\pi an^2}dn=t/\lambda\). The trapezoidal rule for that integral gives the \(n=0\) term weight one half, and the hard-wall spectrum does not contain it. The loss is half of that \(n=0\) term, which would be worth \(\lambda\) in thickness. The exponentials are the error of the trapezoidal rule.

**Size of the remainder.** Call the last term of (4) \(R\). All its terms are positive, so the linear law \(t-\lambda/2\) lies below the full result. For \(k\ge1\), \(k^2-1=(k-1)(k+1)\ge3(k-1)\), with equality at \(k=1\) and \(k=2\). Comparison with a geometric series gives

\[
2t\,e^{-4\pi t^2/\lambda^2}<R<\frac{2t\,e^{-4\pi t^2/\lambda^2}}{1-e^{-12\pi t^2/\lambda^2}} .
\]

Direct high-precision summation of (1) satisfies both bounds at the three ratios tried. It gives \(R/\lambda=0.043\) at \(t/\lambda=0.5\), \(7.0\times10^{-6}\) at \(t/\lambda=1\), and \(5.9\times10^{-22}\) at \(t/\lambda=2\). A film one wavelength thick is already thick for this purpose.

**The thin limit.** For \(t\ll\lambda\) return to (1). Its second term is smaller than the first by \(e^{-3\pi a}\), so

\[
t_{\rm eff}\simeq\lambda\,e^{-\pi\lambda^2/4t^2}=\lambda\,e^{-E_1/kT}.
\]

One subband is then occupied, and its population is activated by the confinement energy. The linear law is negative for \(t<\lambda/2\) and cannot be used there, whereas (4) stays positive.

## Where the carriers are missing

The normalized standing waves have density \((2/t)\sin^2(n\pi z/t)\). The local density relative to bulk is therefore

\[
\frac{n(z)}{n_{\rm cl}}=\frac{\lambda}{t}\sum_{n\ge1}\left[1-\cos\frac{2\pi nz}{t}\right]e^{-\pi an^2}.
\]

The bracket vanishes at \(n=0\) and is even in \(n\), so the sum may run over all integers with prefactor \(\lambda/2t=\sqrt a\). To transform the cosine part, apply (3) to \(f(y)=e^{-\pi y^2/a}\), whose transform is \(\sqrt a\,e^{-\pi ak^2}\):

\[
\sqrt a\sum_k e^{-\pi ak^2}\cos(2\pi kx)=\sum_k e^{-\pi(x+k)^2/a}.
\]

Set \(x=z/t\) for the cosine part and \(x=0\) for the constant part:

\[
\frac{n(z)}{n_{\rm cl}}=\sum_{k=-\infty}^{\infty}\left[e^{-4\pi k^2t^2/\lambda^2}-e^{-4\pi(z+kt)^2/\lambda^2}\right]. \tag{5}
\]

Near the face \(z=0\) of a thick film, the \(k=0\) terms dominate:

\[
\frac{n(z)}{n_{\rm cl}}\simeq1-e^{-4\pi z^2/\lambda^2},\qquad
\int_0^\infty e^{-4\pi z^2/\lambda^2}dz=\frac\lambda4 .
\]

Each wall removes a quarter wavelength, and two walls remove \(\lambda/2\). The depleted layer has no sharp edge: the density starts as \(4\pi z^2/\lambda^2\) and rises smoothly to its bulk value.

Integrating (5) across the film recovers (4). The first terms give \(t\) times their sum. In the second, the intervals shifted by \(kt\) join into the whole line and give \(\int_{-\infty}^{\infty}e^{-4\pi z^2/\lambda^2}dz=\lambda/2\), whatever the thickness.

## Several valleys: a (100) silicon film

Silicon has six equivalent conduction valleys. With a (100) surface, two have the longitudinal mass \(m_l\) along the normal and four have the transverse mass \(m_t\). The bulk density of a valley depends on the product of its three principal masses, which is \(m_lm_t^2\) for all six. Each valley thus supplies \(n_{\rm cl}/6\), and \(t_{\rm eff}\) is the plain average over valleys:

\[
t_{\rm eff}\simeq t-\frac16\left(2\,\frac{\lambda_l}2+4\,\frac{\lambda_t}2\right)=t-\frac{\lambda_l+2\lambda_t}{6}. \tag{6}
\]

The neglected remainder is controlled by the longer wavelength, \(\lambda_t\).

## Worked example: a 10 nm double-gate film

Take an undoped (100) film with \(t=10\) nm at 300 K, where \(kT=25.85\) meV. It is in subthreshold with \(N_s=10^{10}\ \text{cm}^{-2}\). Silicon's masses are roughly \(0.9\,m_0\) and \(0.2\,m_0\), where \(m_0\) is the free-electron mass. As model inputs we set \(m_l=0.916\,m_0\) and \(m_t=0.190\,m_0\). They give \(\lambda_l=4.496\) nm and \(\lambda_t=9.873\) nm.

The lowest transverse-mass level follows from \(E_1/kT=\pi\lambda_t^2/4t^2=0.766\), so \(E_1=19.8\) meV. The lowest longitudinal-mass level is at 4.1 meV. The thickness loss is

\[
\frac{4.496+2(9.873)}6=4.04\ \text{nm},\qquad t_{\rm eff}=10-4.04=5.96\ \text{nm}.
\]

At fixed \(\mu-E_c\), the film holds 60% of the classical number of electrons. The full level sum exceeds the linear law by \(3.4\times10^{-5}\) nm, which agrees with the leading remainder of the four transverse-mass valleys, \(\tfrac46\,(2t)\,e^{-4\pi t^2/\lambda_t^2}\).

The two kinds of valley are affected differently. Their effective thicknesses are 7.75 nm and 5.06 nm. The four transverse-mass valleys hold \(4(5.06)/[2(7.75)+4(5.06)]=57\%\) of the electrons, compared with two thirds in bulk.

The wall profile is gradual on the same scale. For the transverse-mass valleys, the density 1 nm from a face is 12% of bulk. Numerical integration of the missing density at one face, in a film \(4\lambda_t\) thick, gives 2.468 nm, equal to \(\lambda_t/4\) at this precision.

**Chemical potential at fixed sheet density.** With bulk effective density of states \(N_c\), Boltzmann statistics give \(N_s=N_ct_{\rm eff}e^{(\mu-E_c)/kT}\). Replacing \(t_{\rm eff}\) by \(t\) gives the classical value. At equal \(N_s\) the difference is

\[
\Delta\mu=kT\ln\frac t{t_{\rm eff}}=25.85\ \text{meV}\times\ln\frac{1}{0.596}=13.4\ \text{meV}.
\]

Here \(N_c=2.74\times10^{19}\ \text{cm}^{-3}\), and \(\mu-E_c\) moves from \(-204.6\) to \(-191.2\) meV. A root search with Fermi statistics confirms the shift. The film remains many \(kT\) below degeneracy.

**Other thicknesses.** Temperature and masses are held fixed.

| \(t\) (nm) | full sum (nm) | linear law (nm) |
|---:|---:|---:|
| 3 | 0.26 | −1.04 |
| 5 | 1.23 | 0.96 |
| 7 | 2.98 | 2.96 |
| 15 | 10.96 | 10.96 |

At 5 nm the linear law is low by 22% of the full value. The first exponential of the transverse-mass valleys repairs this: \(\tfrac46(10\ \text{nm})e^{-3.22}=0.27\) nm. At 7 nm the error is 0.6%, although \(t\) is still below \(\lambda_t\). At 3 nm the linear law has no physical meaning.

## What a real film changes

**Finite barrier.** An oxide lets the wavefunction penetrate. Let the barrier height be \(U\) and the oxide mass \(m_{\rm ox}\). For a level far below \(U\), the outside wave decays with constant \(\kappa_0=\sqrt{2m_{\rm ox}U}/\hbar\). Write the inside wave near \(z=0\) as \(\sin(kz+\varphi)\). Continuity of \(\psi\) and of \(\psi'/\text{mass}\) requires

\[
\frac{k\cot\varphi}{m}=\frac{\kappa_0}{m_{\rm ox}}
\quad\Rightarrow\quad
\varphi\simeq k\delta,\qquad \delta=\frac{m_{\rm ox}}{m\kappa_0}.
\]

The wave behaves as if the hard wall stood a distance \(\delta\) further out, so \(t\) becomes \(t+2\delta\) to leading order. Since \(\hbar^2/2m=\lambda^2kT/4\pi\),

\[
\delta=\lambda\sqrt{\frac{m_{\rm ox}}{m}}\sqrt{\frac{kT}{4\pi U}} .
\]

With rough values \(U=3.1\) eV and \(m_{\rm ox}=0.5\,m_0\), this gives \(2\delta=0.83\) nm for transverse-mass valleys and 0.17 nm for longitudinal-mass valleys. The weighted mean is 0.61 nm. Solving the matching condition for all bound levels raises \(t_{\rm eff}\) by 0.60 nm, to 6.6 nm. Hard walls thus overstate the loss: penetration gives back about 15% of the 4.04 nm. The gain scales roughly as \(\sqrt{m_{\rm ox}}\), and the oxide mass is only a rough value: \(m_{\rm ox}=0.3\,m_0\) gives 0.47 nm, or 12%. This estimate counts the electrons in the oxide tails and ignores the change of in-plane mass there.

**Nonparabolicity.** Replace the parabolic relation by \(E(1+\alpha E)=\) parabolic energy, in both film and bulk, with a rough \(\alpha=0.5\ \text{eV}^{-1}\). This raises \(t_{\rm eff}\) by 0.09 nm.

**Statistics and charge.** At the same \(\mu\), Fermi statistics lower \(N_s\) by 0.016%. The film's own electrons also bend the band. By symmetry the field is zero at mid-film, and its magnitude nowhere exceeds \(qN_s/2\varepsilon\), where \(q\) is the elementary charge and \(\varepsilon\) the film's permittivity. Over half the film, the energy change is therefore at most

\[
\Delta E_{\max}=\frac{q^2N_st}{4\varepsilon}.
\]

With the relative permittivity, roughly 12 for silicon, set to 11.7 as a model input, the profile of the example gives a bending of 0.25 meV, highest at the centre. With \(\mu\) measured from the band edge at the walls, \(t_{\rm eff}\) falls by 0.05 nm. The bound reaches \(kT\) at \(N_s=6.7\times10^{11}\ \text{cm}^{-2}\). The flat-band result loses its accuracy well before that density: at \(N_s=10^{11}\ \text{cm}^{-2}\) self-consistent bending already lowers \(t_{\rm eff}\) by about 0.44 nm.

**Temperature.** Since \(\lambda\propto T^{-1/2}\), cooling increases the loss. With masses held fixed, \(t_{\rm eff}\) is 5.57 nm at 250 K and 6.50 nm at 400 K.

**Beside actual devices.** Fins and double-gate films of roughly 5 to 10 nm are in the range of scaled transistors, so the example lies at the thick end. Its sheet density belongs to the off state. In the on state, band bending invalidates the flat-band model, and degeneracy adds to the error. A fin with (110) sidewalls has different normal masses, and for four of its six valleys the normal is not a principal axis. The hard-wall result still applies if \(1/m\) is taken as the normal component of the inverse-mass tensor, which for those four valleys is \((1/m_l+1/m_t)/2\). The loss changes little: at the same thickness and temperature it is 4.20 nm, against 4.04 nm for (100). For the (100) film in subthreshold, the finite barrier moves the hard-wall value from about 6.0 to 6.6 nm. That figure leaves out the image potential, which arises because film, oxide and gate screen charge differently. It can matter more than the finite barrier. A classical estimate with hard walls and relative permittivities of 11.7 for the film and 3.9 for the oxide changes \(t_{\rm eff}\) by about −2 nm under thick oxide, and by about +1.3 nm with 1 nm of oxide backed by metal on both faces. The second figure depends strongly on the geometry: it is about +0.5 nm for 2 nm of oxide on both faces, and about +0.3 nm if only one face has the 1 nm oxide and metal while the other has thick oxide. The 6.6 nm therefore belongs to the stated model and is not a prediction for a particular device. Unequal gate biases, strain and thickness variations are also not included.

The numerical output below gives many of the computed values to more digits.

## Values computed for the example and the checks

```
film thickness: 10.0 nm
temperature: 300 K
thermal energy kT: 25.85 meV
longitudinal mass: 0.916 m0
transverse mass: 0.190 m0
relative permittivity of film: 11.7
sheet density: 1.0e+10 cm^-2
wavelength, longitudinal mass: 4.496 nm
wavelength, transverse mass: 9.873 nm
lowest level, longitudinal: 4.11 meV
t_eff, longitudinal valleys: 7.7518 nm
lowest level, transverse: 19.79 meV
t_eff, transverse valleys: 5.0636 nm
valley-averaged half wavelength: 4.0404 nm
t_eff, linear law: 5.95964 nm
t_eff, full level sum: 5.95967 nm
remainder, full minus linear: 3.36e-05 nm
t_eff / t: 0.5960
bulk effective density of states: 2.738e+19 cm^-3
classical mu - Ec: -204.62 meV
film mu - Ec, Fermi statistics: -191.23 meV
shift kT ln(t/t_eff): 13.38 meV
one-wall loss, transverse, by quadrature: 2.4682 nm
transverse density 1 nm from wall / bulk: 0.1209
remainder/lam at t/lam = 0.5: 4.322e-02
remainder/lam at t/lam = 1.0: 6.975e-06
remainder/lam at t/lam = 2.0: 5.916e-22
t = 3 nm: full 0.2594 nm, linear -1.0404 nm
t = 5 nm: full 1.2252 nm, linear 0.9596 nm
t = 7 nm: full 2.9765 nm, linear 2.9596 nm
t = 15 nm: full 10.9596 nm, linear 10.9596 nm
t = 20 nm: full 15.9596 nm, linear 15.9596 nm
oxide barrier: 3.1 eV
oxide mass: 0.50 m0
t_eff with finite barrier: 6.565 nm
change from finite barrier: +0.605 nm
nonparabolicity: 0.50 eV^-1
change from nonparabolicity: +0.089 nm
sheet-density change, Fermi statistics: -0.0157 %
band bending, wall to centre: 0.251 meV
change from band bending: -0.0461 nm
density where bending bound equals kT: 6.69e+11 cm^-2
t_eff at 250 K: 5.574 nm
t_eff at 400 K: 6.501 nm
```
